\section*{Weights and number of irreducible wave vectors in Brillouin-zone sums, part 1}

(Sections cited here and not found follow in the second part.)

\section{The sum over the Brillouin zone}

In an independent-particle description, the band energy, electron number and conductivity of a crystal are averages over the Brillouin zone of quantities built from Bloch states. In a calculation the average becomes a sum over a mesh of $N$ wave vectors, and each wave vector costs one diagonalization of the one-particle Hamiltonian. The operations that leave the crystal unchanged carry a wave vector into others with the same spectrum, so one diagonalization can serve a whole family of mesh points. Two numbers are then needed: the weight that one representative must carry so that the sum is unchanged, and the number of representatives.

Let the primitive vectors $\mathbf a_i$ and $\mathbf b_i$ of the direct and reciprocal lattices in $d$ dimensions be the columns of matrices $A$ and $B$, with $A^{T}B=2\pi\,\mathbb 1$. A wave vector is $\mathbf k=B\boldsymbol\kappa$, and reciprocal lattice vectors $\mathbf G$ are those with integer $\boldsymbol\kappa$. Since $e^{i\mathbf G\cdot\mathbf L}=1$ for every lattice vector $\mathbf L$, the wave vectors $\mathbf k$ and $\mathbf k+\mathbf G$ define the same Bloch condition; this equivalence is written $\mathbf k\equiv\mathbf k+\mathbf G$. The mesh $\mathcal M$ is the set of equivalence classes
\begin{equation}
\kappa_i=\frac{m_i+s_i}{n_i},\qquad m_i \bmod n_i,\qquad N=\prod_i n_i ,
\end{equation}
with a fixed shift $\mathbf s$. The quantity wanted is $\langle f\rangle=N^{-1}\sum_{\mathbf k\in\mathcal M}f(\mathbf k)$ for a periodic function, $f(\mathbf k+\mathbf G)=f(\mathbf k)$.

\section{The group and its action on the mesh}

Take a one-particle Hamiltonian $H$ (tight binding, Hartree--Fock or Kohn--Sham) that commutes with the space-group operation $\mathbf r\to R\mathbf r+\boldsymbol\tau$, $R$ orthogonal. If $\psi$ is an eigenstate with $\psi(\mathbf r+\mathbf L)=e^{i\mathbf k\cdot\mathbf L}\psi(\mathbf r)$, then $\psi'(\mathbf r)=\psi\big(R^{-1}(\mathbf r-\boldsymbol\tau)\big)$ has the same energy, and
\begin{equation}
\psi'(\mathbf r+\mathbf L)=\psi\big(R^{-1}(\mathbf r-\boldsymbol\tau)+R^{-1}\mathbf L\big)
=e^{i\mathbf k\cdot R^{-1}\mathbf L}\psi'(\mathbf r)=e^{i(R\mathbf k)\cdot\mathbf L}\psi'(\mathbf r).
\end{equation}
The second step holds because $R^{-1}\mathbf L$ is a lattice vector, the third because $R^{-1}=R^{T}$. The spectra at $\mathbf k$ and $R\mathbf k$ coincide, so with bands numbered by increasing energy $\varepsilon_\nu(R\mathbf k)=\varepsilon_\nu(\mathbf k)$. The translation $\boldsymbol\tau$ has dropped out, and only the point group $P$ of the matrices $R$ matters. An antiunitary symmetry, made of a spatial operation with point part $R$ and complex conjugation (with a spin rotation if spin is present), conjugates the Bloch phase and gives $\varepsilon_\nu(-R\mathbf k)=\varepsilon_\nu(\mathbf k)$. If time reversal alone is a symmetry, $R=\mathbb 1$ is allowed, and the bands are invariant under $P\cup(-P)$, which is a group because $-\mathbb 1$ commutes with every $R$. Where time reversal is broken, only the unitary $R$ and the $-R$ of the surviving antiunitary operations remain.

From here on $\mathcal G$ is a finite group of orthogonal matrices that map the lattice onto itself and leave the integrand invariant, $f(R\mathbf k)=f(\mathbf k)$. Each $R$ also maps the reciprocal lattice onto itself, since $(R\mathbf G)\cdot\mathbf L=\mathbf G\cdot R^{-1}\mathbf L$ is a multiple of $2\pi$. Hence $R$ respects the equivalence $\equiv$, and $M=B^{-1}RB$, which acts as $\boldsymbol\kappa\to M\boldsymbol\kappa$, is an integer matrix. The same holds for $R^{-1}$, so $M^{-1}$ is integer too; such a matrix is called unimodular.

The essential assumption is \emph{mesh invariance}: for every $R\in\mathcal G$ and $\mathbf k\in\mathcal M$, $R\mathbf k$ is equivalent to a point of $\mathcal M$. For equal divisions $n_i=n$ it has a simple criterion. The image is $M\boldsymbol\kappa=(M\mathbf m+M\mathbf s)/n$, and it lies on the mesh when $M\mathbf m+M\mathbf s-\mathbf s$ is an integer vector. As $M\mathbf m$ is integer, the condition is
\begin{equation}
(M-\mathbb 1)\,\mathbf s\in\mathbb Z^{d}.
\label{eq:inv}
\end{equation}
It does not contain $\mathbf m$: either all mesh points map onto the mesh or none does. An unshifted mesh with equal $n$ is always invariant. On an invariant mesh each $R$ is a permutation of the $N$ points, because $R^{-1}$ undoes it.

Three objects are defined on $\mathcal M$: the orbit (star) $\mathcal O_{\mathbf k}=\{R\mathbf k:R\in\mathcal G\}$, counted as classes modulo $\mathbf G$; the little co-group $\mathcal G_{\mathbf k}=\{R:R\mathbf k\equiv\mathbf k\}$; and $\mathrm{Fix}(R)$, the number of mesh points with $R\mathbf k\equiv\mathbf k$. Orbits partition the mesh: $\mathbf k$ lies in its own orbit through the identity, and if $R\mathbf k\equiv S\mathbf k'$ then $\mathbf k'\equiv S^{-1}R\mathbf k$, so two orbits sharing a point are equal. One representative per orbit gives the $N_{\rm irr}$ irreducible points. Because $f$ is constant on an orbit,
\begin{equation}
\langle f\rangle=\frac1N\sum_{\text{orbits}}\ \sum_{\mathbf k'\in\mathcal O}f(\mathbf k')=\sum_{\mathbf k\ \rm irr}w_{\mathbf k}f(\mathbf k),\qquad w_{\mathbf k}=\frac{|\mathcal O_{\mathbf k}|}{N},
\label{eq:sum}
\end{equation}
and $\sum w_{\mathbf k}=1$ follows from $f=1$. This is an exact regrouping, so the error of the mesh sum relative to the zone integral is neither reduced nor increased. The result to be derived is
\begin{equation}
w_{\mathbf k}=\frac{|\mathcal G|}{|\mathcal G_{\mathbf k}|\,N},\qquad
N_{\rm irr}=\frac{1}{|\mathcal G|}\sum_{R\in\mathcal G}\mathrm{Fix}(R).
\label{eq:result}
\end{equation}

\section{First derivation: cosets and double counting}

The set $\mathcal G_{\mathbf k}$ is a subgroup. It contains the identity; if $R\mathbf k=\mathbf k+\mathbf G$ and $S\mathbf k=\mathbf k+\mathbf G'$, then $RS\mathbf k=\mathbf k+\mathbf G+R\mathbf G'\equiv\mathbf k$; and applying $R^{-1}$ to the first relation gives $R^{-1}\mathbf k=\mathbf k-R^{-1}\mathbf G\equiv\mathbf k$.

Sort the elements of $\mathcal G$ by the point to which they send $\mathbf k$. Applying $R^{-1}$ to both sides,
\begin{equation}
R'\mathbf k\equiv R\mathbf k\iff R^{-1}R'\mathbf k\equiv\mathbf k\iff R^{-1}R'\in\mathcal G_{\mathbf k}\iff R'\in R\,\mathcal G_{\mathbf k}.
\end{equation}
The operations that send $\mathbf k$ to the orbit point $R\mathbf k$ therefore form the coset $R\mathcal G_{\mathbf k}$. The map $S\to RS$ is one-to-one, so every coset has $|\mathcal G_{\mathbf k}|$ elements. Every element of $\mathcal G$ sends $\mathbf k$ to exactly one orbit point, so the $|\mathcal G|$ elements fall into $|\mathcal O_{\mathbf k}|$ boxes of equal size:
\begin{equation}
|\mathcal O_{\mathbf k}|\,|\mathcal G_{\mathbf k}|=|\mathcal G| .
\label{eq:os}
\end{equation}
Inserting this in \eqref{eq:sum} gives the weight in \eqref{eq:result}.

For the count, let $\chi(R,\mathbf k)$ be $1$ if $R\mathbf k\equiv\mathbf k$ and $0$ otherwise, and sum it over all pairs in both orders. Summing over $\mathbf k$ first gives $\mathrm{Fix}(R)$, summing over $R$ first gives $|\mathcal G_{\mathbf k}|$:
\begin{align}
\sum_{R}\mathrm{Fix}(R)&=\sum_{\mathbf k\in\mathcal M}|\mathcal G_{\mathbf k}|
=\sum_{\mathbf k\in\mathcal M}\frac{|\mathcal G|}{|\mathcal O_{\mathbf k}|}\nonumber\\
&=|\mathcal G|\sum_{\text{orbits}}\ \sum_{\mathbf k\in\mathcal O}\frac{1}{|\mathcal O|}
=|\mathcal G|\sum_{\text{orbits}}1=|\mathcal G|\,N_{\rm irr}.
\label{eq:burn}
\end{align}
The second equality is \eqref{eq:os}. The last steps use that each orbit lies wholly inside $\mathcal M$, so that its $|\mathcal O|$ terms $1/|\mathcal O|$ add to one. This is Burnside's lemma.

\section{Second derivation: the symmetrizing projector}

Regard a real function $g$ on the mesh as a column vector with $N$ components $g(\mathbf k)$. For each $R$ define the $N\times N$ matrix
\begin{equation}
(\Pi_R)_{\mathbf k\mathbf k'}=\begin{cases}1,&\mathbf k\equiv R\mathbf k',\\ 0,&\text{otherwise,}\end{cases}
\qquad (\Pi_Rg)(\mathbf k)=g(R^{-1}\mathbf k).
\end{equation}
On an invariant mesh each row and column holds exactly one $1$. In the product $\sum_{\mathbf q}(\Pi_R)_{\mathbf k\mathbf q}(\Pi_S)_{\mathbf q\mathbf k'}$ only $\mathbf q\equiv S\mathbf k'$ contributes, and the result is $1$ when $\mathbf k\equiv RS\mathbf k'$; thus $\Pi_R\Pi_S=\Pi_{RS}$. Since $\mathbf k\equiv R\mathbf k'$ is the same statement as $\mathbf k'\equiv R^{-1}\mathbf k$, also $\Pi_R^{T}=\Pi_{R^{-1}}$. Define the group average
\begin{equation}
\mathsf P=\frac1{|\mathcal G|}\sum_{R\in\mathcal G}\Pi_R .
\end{equation}
As $R$ runs over the group, $SR$ and $R^{-1}$ each run over the group once. Therefore
\begin{equation}
\Pi_S\mathsf P=\frac1{|\mathcal G|}\sum_R\Pi_{SR}=\mathsf P,\qquad
\mathsf P^2=\frac1{|\mathcal G|}\sum_S\Pi_S\mathsf P=\mathsf P,\qquad
\mathsf P^{T}=\frac1{|\mathcal G|}\sum_R\Pi_{R^{-1}}=\mathsf P .
\end{equation}
So $\mathsf P$ is a symmetric projector. Its range is the space $\mathcal V$ of invariant functions: $\mathsf Pg$ is invariant because $\Pi_S\mathsf Pg=\mathsf Pg$, and an invariant $g$ obeys $\mathsf Pg=g$ because every term of the average equals $g$.

A second projector onto the same space is built from the orbits. A function is invariant exactly when it is constant on each orbit, so the indicator vectors $u_{\mathcal O}$, equal to $1$ on $\mathcal O$ and $0$ elsewhere, span $\mathcal V$. They are orthogonal because orbits are disjoint, and $u_{\mathcal O}^{T}u_{\mathcal O}=|\mathcal O|$. Hence
\begin{equation}
\mathsf Q=\sum_{\text{orbits}}\frac{u_{\mathcal O}u_{\mathcal O}^{T}}{|\mathcal O|}
\end{equation}
is symmetric, satisfies $\mathsf Qu_{\mathcal O}=u_{\mathcal O}$, and has range $\mathcal V$. Each of $\mathsf P$ and $\mathsf Q$ acts as the identity on the range of the other, so $\mathsf P\mathsf Q=\mathsf Q$ and $\mathsf Q\mathsf P=\mathsf P$. Transposing the second relation gives
\begin{equation}
\mathsf P=\mathsf P^{T}=(\mathsf Q\mathsf P)^{T}=\mathsf P^{T}\mathsf Q^{T}=\mathsf P\mathsf Q=\mathsf Q .
\end{equation}
Now compare diagonal elements. The entry $(\Pi_R)_{\mathbf k\mathbf k}$ is $1$ exactly for $R\in\mathcal G_{\mathbf k}$, and in $\mathsf Q$ only the orbit that contains $\mathbf k$ contributes:
\begin{equation}
\mathsf P_{\mathbf k\mathbf k}=\frac{|\mathcal G_{\mathbf k}|}{|\mathcal G|},\qquad
\mathsf Q_{\mathbf k\mathbf k}=\frac1{|\mathcal O_{\mathbf k}|}.
\end{equation}
Their equality is \eqref{eq:os}, and with it the weight. Compare traces next. The trace of $\Pi_R$ counts the ones on its diagonal, which is $\mathrm{Fix}(R)$, and $\mathrm{tr}(uu^{T})=u^{T}u$:
\begin{equation}
\mathrm{tr}\,\mathsf P=\frac1{|\mathcal G|}\sum_R\mathrm{Fix}(R),\qquad
\mathrm{tr}\,\mathsf Q=\sum_{\text{orbits}}\frac{|\mathcal O|}{|\mathcal O|}=N_{\rm irr}.
\end{equation}
This is the count in \eqref{eq:result}. It identifies $N_{\rm irr}$ as the dimension of $\mathcal V$, the number of independent values that a symmetric function can take on the mesh.

The projector also handles integrands that are not invariant. For any $g$, each $\Pi_R$ only reorders the terms of the mesh sum, so $\langle g\rangle=\langle\mathsf Pg\rangle$. The function $\mathsf Pg$ is invariant and \eqref{eq:sum} applies to it; relabelling $R^{-1}\to R$,
\begin{equation}
\langle g\rangle=\sum_{\mathbf k\ \rm irr}w_{\mathbf k}\,\frac1{|\mathcal G|}\sum_{R}g(R\mathbf k).
\label{eq:gen}
\end{equation}
An example is the velocity $\mathbf v=\hbar^{-1}\nabla_{\mathbf k}\varepsilon$ of a band that is differentiable at the mesh points. Differentiating $\varepsilon(R\mathbf k)=\varepsilon(\mathbf k)$ by the chain rule gives $R^{T}\mathbf v(R\mathbf k)=\mathbf v(\mathbf k)$, that is $\mathbf v(R\mathbf k)=R\mathbf v(\mathbf k)$. Applying \eqref{eq:gen} to each component of $\mathbf v\mathbf v^{T}$,
\begin{equation}
T=\langle\mathbf v\mathbf v^{T}\rangle=\frac1{|\mathcal G|}\sum_R R\,T_{\rm irr}R^{T},\qquad
T_{\rm irr}=\sum_{\mathbf k\ \rm irr}w_{\mathbf k}\,\mathbf v(\mathbf k)\mathbf v(\mathbf k)^{T}.
\label{eq:tensor}
\end{equation}
The weighted sum $T_{\rm irr}$ alone depends on the representatives chosen. Its trace already equals that of $T$, since $\mathrm{tr}(RXR^{T})=\mathrm{tr}X$.

\section{What each derivation assumes}

Both derivations need a finite group that permutes a finite set. Neither uses the lattice beyond the definition of $\equiv$, and neither uses the integrand: the invariance of $f$ enters only in \eqref{eq:sum}, where it decides which group may be used. Neither requires different $R$ to act as different permutations. On a $1\times1$ mesh all act as the identity, and \eqref{eq:result} gives $w=1$, $N_{\rm irr}=1$.

The first derivation is a counting argument and needs no vector space or scalar product. It uses the subgroup property of $\mathcal G_{\mathbf k}$ and the equal size of cosets, and it is sequential: the count rests on \eqref{eq:os}. Mesh invariance enters late. Equation \eqref{eq:os} holds for any $\mathbf k$ in the zone, on a mesh or not, because the coset argument never refers to $\mathcal M$. Invariance is needed only to place the whole orbit inside $\mathcal M$, in \eqref{eq:sum} and in the last line of \eqref{eq:burn}. This shows what survives on a non-invariant mesh. Being related by an element of $\mathcal G$ is still an equivalence relation among mesh points and $f$ is still constant on its classes, so the regrouping stays exact with
\begin{equation}
w_{\mathbf k}=\frac{|\mathcal O_{\mathbf k}\cap\mathcal M|}{N},
\label{eq:cap}
\end{equation}
but this equals $|\mathcal G|/(|\mathcal G_{\mathbf k}|N)$ only for points whose whole orbit lies in $\mathcal M$, and is smaller otherwise. Equation \eqref{eq:result} holds instead for the subgroup $\mathcal H$ of operations that map $\mathcal M$ onto itself. Equation \eqref{eq:cap} presumes that $f$ itself is invariant under all of $\mathcal G$, as for a fixed tight-binding Hamiltonian. A Hartree--Fock or Kohn--Sham Hamiltonian whose density or density matrix is summed over a non-invariant mesh without being symmetrized need not commute with the operations outside $\mathcal H$, and points merged by those operations can then have different energies.

The second derivation never forms a coset and does not use that $\mathcal G_{\mathbf k}$ is a group. It uses the rearrangement of the group under multiplication and inversion, a vector space in which one can divide by $|\mathcal G|$, and the scalar product $\sum_{\mathbf k}g(\mathbf k)h(\mathbf k)$, under which permutation matrices are orthogonal. Weight and count come in parallel, from the diagonal and the trace of $\mathsf P=\mathsf Q$. Mesh invariance enters at the first line: without it $\Pi_R$ has empty columns, $\Pi_R\Pi_S=\Pi_{RS}$ can fail, and the proof of $\mathsf P^2=\mathsf P$ is lost. In exchange for the added structure it yields \eqref{eq:gen}, the rule for vectors and tensors.

The weight of each irreducible point and the number of such points have now been derived in two ways, together with the rule for integrands that are not invariant and the changes needed on a non-invariant mesh. It remains to compute the fixed-point numbers $\mathrm{Fix}(R)$ by integer arithmetic and to apply the results to the honeycomb and cubic lattices.
